# Two-centre sigma, pi and delta integrals of numerical orbitals by quadrature: a program that tests the result

```python
# Result under test: a two-centre integral of orbitals a (on A) and b (on B),
#   I_m = (R/2)^3 int_1^inf dmu int_-1^1 dnu (mu^2-nu^2) Ra Theta_a W Rb Theta_b,
# with r_a = R(mu+nu)/2, r_b = R(mu-nu)/2, m = 0,1,2 (sigma, pi, delta), is
# evaluated by Gauss quadrature and equals Mulliken's sums for Slater orbitals.
# R: distance A-B; Ra, Rb: radial functions; Theta: normalized polar functions;
# W: optional weight (a potential); zeta: Slater exponent. Units: angstrom, eV.
# Both polar axes point from A to B.
from math import factorial, sqrt, pi, exp
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.special import lpmv, roots_jacobi, eval_legendre
from scipy.interpolate import make_interp_spline

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20        # eV angstrom^2
COUL = const.e / (4 * pi * const.epsilon_0) * 1e10            # eV angstrom
BOHR = 2 * KIN / COUL                                         # angstrom
NAMES = ("sigma", "pi", "delta")


# ---------- two-dimensional quadrature ----------
def theta(l, m, c):
    norm = sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, np.clip(c, -1, 1))


def two_centre(fa, la, fb, lb, m, R, weight=None, n=80):
    x, w = np.polynomial.legendre.leggauss(n)
    mu = (1 + (1 + x) / (1 - x))[:, None]
    wmu = (2 * w / (1 - x)**2)[:, None]
    nu = x[None, :]
    ra, rb = R / 2 * (mu + nu), R / 2 * (mu - nu)
    ca, cb = (1 + mu * nu) / (mu + nu), (mu * nu - 1) / (mu - nu)
    f = fa(ra) * theta(la, m, ca) * fb(rb) * theta(lb, m, cb)
    if weight is not None:
        f = f * weight(ra, rb)
    return float(np.sum(wmu * w[None, :] * (mu**2 - nu**2) * f) * (R / 2)**3)


def slater(n, zeta):
    norm = (2 * zeta)**(n + 0.5) / sqrt(factorial(2 * n))
    return lambda r: norm * r**(n - 1) * np.exp(-zeta * r)


# ---------- Mulliken closed forms ----------
MU, NU, P = sp.symbols("mu nu p", positive=True)
# squared normalization of the polar functions, written as solid harmonics
NORM2 = {(0, 0): sp.Rational(1, 2), (1, 0): sp.Rational(3, 2),
         (1, 1): sp.Rational(3, 4), (2, 0): sp.Rational(5, 8),
         (2, 1): sp.Rational(15, 4), (2, 2): sp.Rational(15, 16)}


def solid(l, m, z, r):
    if (l, m) == (2, 0):
        return 3 * z**2 - r**2
    return z**(l - m)


def coefficients(na, la, nb, lb, m, k):
    ra, rb, za, zb = MU + NU, MU - NU, 1 + MU * NU, MU * NU - 1
    expr = (ra**(na - la - k) * rb**(nb - lb) * solid(la, m, za, ra)
            * solid(lb, m, zb, rb) * ((MU**2 - 1) * (1 - NU**2))**m)
    return sp.Poly(sp.expand(expr), MU, NU).terms()


def aux_a(i, p):
    return mp.exp(-p) * sum(mp.factorial(i) / mp.factorial(s) / p**(i - s + 1)
                            for s in range(i + 1))


def aux_b(j, q):
    if q == 0:
        return mp.mpf(2) / (j + 1) if j % 2 == 0 else mp.mpf(0)
    return sum(mp.factorial(j) / mp.factorial(s) / q**(j - s + 1)
               * ((-1)**s * mp.exp(q) - mp.exp(-q)) for s in range(j + 1))


def mulliken(na, la, za, nb, lb, zb, m, R, k=0):
    """<a| r_a^(-k) |b> for Slater orbitals, k = 0 or 1."""
    mp.mp.dps = 40
    R, za, zb = mp.mpf(R), mp.mpf(za), mp.mpf(zb)
    p, q = (za + zb) * R / 2, (za - zb) * R / 2
    total = mp.mpf(0)
    for (i, j), c in coefficients(na, la, nb, lb, m, k):
        total += int(c) * aux_a(i, p) * aux_b(j, q)
    norm = ((2 * za)**(na + mp.mpf(1) / 2) * (2 * zb)**(nb + mp.mpf(1) / 2)
            / mp.sqrt(mp.factorial(2 * na) * mp.factorial(2 * nb)))
    ang = mp.sqrt(mp.mpf(int((NORM2[la, m] * NORM2[lb, m]).p))
                  / int((NORM2[la, m] * NORM2[lb, m]).q))
    return float(norm * ang * (R / 2)**(na + nb + 1 - k) * total)


def equal_exponent_polynomial(n, l, m):
    """Polynomial Q(p) in S = exp(-p) Q(p), p = zeta R, identical orbitals."""
    total = sp.Integer(0)
    for (i, j), c in coefficients(n, l, n, l, m, 0):
        if j % 2 == 0:
            a = sum(sp.factorial(i) / sp.factorial(s) * P**(s - i - 1)
                    for s in range(i + 1))
            total += c * sp.Rational(2, j + 1) * a
    return sp.expand(NORM2[l, m] * P**(2 * n + 1) / sp.factorial(2 * n) * total)


assert sp.expand(equal_exponent_polynomial(1, 0, 0) - (1 + P + P**2 / 3)) == 0

# unlike orbitals and exponents, overlap and 1/r_a integrals
worst = {0: 0.0, 1: 0.0}
count = 0
orbitals = [(1, 0, 2.0), (2, 1, 2.5), (3, 2, 3.0), (3, 1, 1.8)]
for na, la, za in orbitals:
    for nb, lb, zb in orbitals:
        for m in range(min(la, lb) + 1):
            for k in (0, 1):
                wt = None if k == 0 else (lambda ra, rb: 1 / ra)
                num = two_centre(slater(na, za), la, slater(nb, zb), lb, m, 2.0, wt)
                ref = mulliken(na, la, za, nb, lb, zb, m, 2.0, k)
                worst[k] = max(worst[k], abs(num - ref))
                count += 1
assert worst[0] < 1e-9 and worst[1] < 1e-9
s_p = two_centre(slater(1, 2.0), 0, slater(2, 2.5), 1, 0, 2.0)
p_s = two_centre(slater(2, 2.5), 1, slater(1, 2.0), 0, 0, 2.0)
assert abs(s_p + p_s) < 1e-10 and abs(s_p) > 0.01

# ---------- Cartesian sum: no azimuthal integration, no spheroidal coordinates
R0, ZETA = 2.5, 3.0
step = 0.15
gx = np.arange(-40, 41) * step
gz = np.arange(-40, 58) * step
X, Y, Z = (g.ravel() for g in np.meshgrid(gx, gx, gz, indexing="ij"))


def cartesian_d(z, zeta):
    r2 = X**2 + Y**2 + z**2
    ang = np.array([3 * z**2 - r2, X * z, Y * z, X * Y, X**2 - Y**2])
    f = ang * np.exp(-zeta * np.sqrt(r2))
    return f / np.sqrt(np.sum(f**2, axis=1))[:, None]


cart = cartesian_d(Z, ZETA) @ cartesian_d(Z - R0, 2.0).T
quad = [two_centre(slater(3, ZETA), 2, slater(3, 2.0), 2, m, R0) for m in range(3)]
cart_error = np.max(np.abs(cart - np.diag([quad[0], quad[1], quad[1],
                                           quad[2], quad[2]])))
assert cart_error < 1e-6
del X, Y, Z

# ---------- radial grid: Legendre-Lobatto points on a mapped interval ----------
NPTS, SCALE, RMAX = 90, 0.5, 16.0
beta = 2 * SCALE / RMAX
xg = np.concatenate(([-1.0], roots_jacobi(NPTS - 2, 1, 1)[0], [1.0]))
leg = eval_legendre(NPTS - 1, xg)
wg = 2 / (NPTS * (NPTS - 1) * leg**2)
gap = xg[:, None] - xg[None, :]
np.fill_diagonal(gap, 1.0)
D = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -NPTS * (NPTS - 1) / 4, NPTS * (NPTS - 1) / 4
rg = SCALE * (1 + xg) / (1 - xg + beta)
jac = SCALE * (2 + beta) / (1 - xg + beta)**2
stiff = ((D.T * (wg / jac)) @ D)[1:-1, 1:-1]
r = rg[1:-1]
wr = (wg * jac)[1:-1]
root = np.sqrt(wr)


def tabulated(values):
    """Function f(r)/r from a table of f on the full radial grid."""
    spline = make_interp_spline(xg, values, k=5)

    def f(q):
        x = np.clip((q * (1 + beta) - SCALE) / (q + SCALE), -1, 1)
        return np.where(q < RMAX, spline(x) / q, 0.0)
    return f


table = tabulated(rg * slater(3, ZETA)(rg))
exact_s = [mulliken(3, 2, ZETA, 3, 2, ZETA, m, R0) for m in range(3)]
quad_s = [two_centre(slater(3, ZETA), 2, slater(3, ZETA), 2, m, R0)
          for m in range(3)]
table_s = [two_centre(table, 2, table, 2, m, R0) for m in range(3)]
polys = [equal_exponent_polynomial(3, 2, m) for m in range(3)]
for m in range(3):
    value = exp(-ZETA * R0) * float(polys[m].subs(P, sp.Rational(15, 2)))
    assert abs(value - quad_s[m]) < 1e-9
    assert abs(exact_s[m] - quad_s[m]) < 1e-9
    assert abs(exact_s[m] - table_s[m]) < 1e-6

# ---------- cobalt atom, exchange-only local density, 3d7 4s2 ----------
CHARGE = 27
SHELLS = {0: [2, 2, 2, 2], 1: [6, 6], 2: [7]}
V = -COUL * CHARGE / r / (1 + 2 * r / BOHR)**2
old = np.zeros(7)
for cycle in range(120):
    levels, waves, occ = [], [], []
    for l, filling in SHELLS.items():
        H = KIN * stiff / np.outer(root, root)
        H = H + np.diag(KIN * l * (l + 1) / r**2 + V)
        e, c = np.linalg.eigh((H + H.T) / 2)
        for i, f in enumerate(filling):
            levels.append(e[i])
            waves.append(c[:, i] / root)
            occ.append(f)
    levels, occ = np.array(levels), np.array(occ)
    shell_density = occ @ np.array(waves)**2
    hart = (np.linalg.solve(stiff, COUL * wr * shell_density / r)
            + COUL * CHARGE * r / RMAX) / r
    exch = -COUL * (3 * shell_density / (4 * pi * r**2) / pi)**(1 / 3)
    V_new = -COUL * CHARGE / r + hart + exch
    change = np.max(np.abs(levels - old))
    old = levels
    V_used, V = V, V + 0.25 * (V_new - V)
assert change < 1e-4
kinetic = occ @ levels - np.sum(wr * shell_density * V_used)
energy = (occ @ levels - np.sum(wr * shell_density * (V_used - V_new))
          - np.sum(wr * shell_density * (hart / 2 + exch / 4)))
virial = -energy / kinetic
assert abs(virial - 1) < 1e-6

e4s, e3d = levels[3], levels[6]
u4s = np.concatenate(([0], waves[3], [0]))
u3d = np.concatenate(([0], waves[6], [0]))
f4s, f3d = tabulated(u4s), tabulated(u3d)
pot = tabulated(np.concatenate(([-COUL * CHARGE], r * V, [0])))
mean_r = np.sum(wr * r * waves[6]**2)


def on_a(ra, rb):
    return pot(ra)


def on_b(ra, rb):
    return pot(rb)


# the Hamiltonian acting to the right and to the left, 3d on A and 4s on B
s_ds = two_centre(f3d, 2, f4s, 0, 0, R0)
right = e4s * s_ds + two_centre(f3d, 2, f4s, 0, 0, R0, on_a)
left = e3d * s_ds + two_centre(f3d, 2, f4s, 0, 0, R0, on_b)
assert abs(right - left) < 1e-4 and abs((e4s - e3d) * s_ds) > 1e-2

distances = (2.0, 2.5, 3.0, 3.5)
S = {d: [two_centre(f3d, 2, f3d, 2, m, d) for m in range(3)] for d in distances}
W = {d: [two_centre(f3d, 2, f3d, 2, m, d, on_a) for m in range(3)]
     for d in distances}
for m in range(3):
    finer = two_centre(f3d, 2, f3d, 2, m, R0, on_a, n=110)
    other = two_centre(f3d, 2, f3d, 2, m, R0, on_b)
    assert abs(finer - W[R0][m]) < 1e-5
    assert abs(other - W[R0][m]) < 1e-5

# ---------- output ----------
print(f"hbar^2/(2 m_e) = {KIN:.6f} eV angstrom^2")
print(f"e^2/(4 pi eps0) = {COUL:.6f} eV angstrom")
print(f"Slater tests against Mulliken sums: {count} integrals, R = 2.0 angstrom")
print(f"  largest error, overlap: {worst[0]:.1e}")
print(f"  largest error, 1/r_a: {worst[1]:.1e} 1/angstrom")
print(f"s-p sigma overlap: {s_p:.8f}; exchanged p-s: {p_s:.8f}")
print(f"Cartesian sum, 25 d-d pairs, zeta 3 and 2 per angstrom, R = {R0} angstrom")
print(f"  largest deviation from quadrature: {cart_error:.1e}")
print("Equal-exponent 3d overlaps S = exp(-p) Q(p), p = zeta R:")
for m in range(3):
    print(f"  Q_{NAMES[m]} = {polys[m]}")
print(f"Slater 3d: zeta = {ZETA} 1/angstrom, R = {R0} angstrom, p = {ZETA*R0}")
for m in range(3):
    print(f"  S_{NAMES[m]}: closed {exact_s[m]:.10f}, quadrature {quad_s[m]:.10f},"
          f" table error {abs(table_s[m]-exact_s[m]):.1e}")
print("Points per dimension, error of Slater S_sigma, Co W_sigma at 2.5 angstrom:")
for n in (10, 20, 40, 80):
    err = abs(two_centre(slater(3, ZETA), 2, slater(3, ZETA), 2, 0, R0, n=n)
              - exact_s[0])
    wn = two_centre(f3d, 2, f3d, 2, 0, R0, on_a, n=n)
    print(f"  n = {n}: {err:.1e}, {wn:.6f} eV")
print(f"Radial grid: {NPTS} points, outer radius {RMAX} angstrom")
print(f"Co atom: total energy {energy:.2f} eV, |virial ratio - 1| = {abs(virial-1):.1e}")
print(f"Co levels: 3d {e3d:.4f} eV, 4s {e4s:.4f} eV")
print(f"Co 3d mean radius: {mean_r:.4f} angstrom")
print(f"3d-4s sigma overlap at {R0} angstrom: {s_ds:.6f}")
print(f"3d-4s <a|H|b>: right {right:.6f} eV, left {left:.6f} eV")
print("Co 3d-3d overlap S (sigma, pi, delta):")
for d in distances:
    print(f"  R = {d} angstrom: " + ", ".join(f"{v:.6f}" for v in S[d]))
print("Co 3d-3d W = <a|V_A|b> in eV (sigma, pi, delta):")
for d in distances:
    print(f"  R = {d} angstrom: " + ", ".join(f"{v:.5f}" for v in W[d]))
print(f"W at {R0} angstrom in J: "
      + ", ".join(f"{v*const.e:.4e}" for v in W[R0]))
print("OK")
```

Running it gives:

```
hbar^2/(2 m_e) = 3.809982 eV angstrom^2
e^2/(4 pi eps0) = 14.399645 eV angstrom
Slater tests against Mulliken sums: 52 integrals, R = 2.0 angstrom
  largest error, overlap: 2.2e-16
  largest error, 1/r_a: 2.2e-16 1/angstrom
s-p sigma overlap: -0.28396599; exchanged p-s: 0.28396599
Cartesian sum, 25 d-d pairs, zeta 3 and 2 per angstrom, R = 2.5 angstrom
  largest deviation from quadrature: 5.5e-07
Equal-exponent 3d overlaps S = exp(-p) Q(p), p = zeta R:
  Q_sigma = p**6/315 - p**5/315 - 2*p**4/35 - 2*p**3/21 + 5*p**2/21 + p + 1
  Q_pi = -p**5/105 - p**4/21 - p**3/21 + 2*p**2/7 + p + 1
  Q_delta = p**4/105 + 2*p**3/21 + 3*p**2/7 + p + 1
Slater 3d: zeta = 3.0 1/angstrom, R = 2.5 angstrom, p = 7.5
  S_sigma: closed 0.1607191575, quadrature 0.1607191575, table error 5.5e-09
  S_pi: closed -0.2058535581, quadrature -0.2058535581, table error 4.5e-09
  S_delta: closed 0.0569232458, quadrature 0.0569232458, table error 1.1e-09
Points per dimension, error of Slater S_sigma, Co W_sigma at 2.5 angstrom:
  n = 10: 8.2e-06, -0.654833 eV
  n = 20: 2.8e-10, -0.689268 eV
  n = 40: 3.2e-15, -0.689374 eV
  n = 80: 0.0e+00, -0.689374 eV
Radial grid: 90 points, outer radius 16.0 angstrom
Co atom: total energy -37491.10 eV, |virial ratio - 1| = 7.4e-14
Co levels: 3d -7.4601 eV, 4s -4.5924 eV
Co 3d mean radius: 0.5668 angstrom
3d-4s sigma overlap at 2.5 angstrom: 0.057580
3d-4s <a|H|b>: right -1.157153 eV, left -1.157153 eV
Co 3d-3d overlap S (sigma, pi, delta):
  R = 2.0 angstrom: 0.051781, -0.061345, 0.020663
  R = 2.5 angstrom: 0.031985, -0.029505, 0.007809
  R = 3.0 angstrom: 0.018455, -0.013916, 0.003047
  R = 3.5 angstrom: 0.010217, -0.006510, 0.001218
Co 3d-3d W = <a|V_A|b> in eV (sigma, pi, delta):
  R = 2.0 angstrom: -1.79947, 1.31712, -0.29957
  R = 2.5 angstrom: -0.68937, 0.42880, -0.08229
  R = 3.0 angstrom: -0.27471, 0.14846, -0.02471
  R = 3.5 angstrom: -0.11253, 0.05371, -0.00791
W at 2.5 angstrom in J: -1.1045e-19, 6.8702e-20, -1.3184e-20
OK
```
